# The neglected G δW/δG term of the GW Bethe-Salpeter kernel

Besides the bare exchange term that comes from the Hartree potential, the statically screened Bethe-Salpeter kernel contains the derivative of the GW self-energy with respect to $G$, taken with $W$ held fixed and then replaced by its static limit. This problem concerns the part that comes from the variation of $W$.

Conventions: $\hbar=1$, zero temperature, a label such as $1$ stands for position, spin and time, and $G(1,2)=-i\langle T\psi(1)\psi^\dagger(2)\rangle$. The GW equations are

$$\Sigma(1,2)=iG(1,2)W(1,2),\qquad W=v+vPW,\qquad P(1,2)=-iG(1,2)G(2,1).$$

The products in $\Sigma$ and $P$ are point by point; $vPW$ is a matrix product. The bare interaction $v$ is symmetric, instantaneous and independent of spin. The ground state is a closed shell with real spatial orbitals $\phi_p$, energies $\varepsilon_p$ and quasiparticle weight one, so $G_p(\omega)=1/(\omega-\varepsilon_p\pm i\eta)$, with the upper sign for empty orbitals $a,b,c,d$ and the lower sign for occupied orbitals $i,j,k,l$. Further, $\Delta_{ai}=\varepsilon_a-\varepsilon_i$ and $(pq|W|rs)=\int\phi_p\phi_q(\mathbf r)\,W(\mathbf r,\mathbf r')\,\phi_r\phi_s(\mathbf r')$.

## (a) The functional derivative

**Problem.** Find $\delta\Sigma(1,2)/\delta G(3,4)$ without holding $W$ fixed. Interpret the terms, and decide whether a static $W$ makes them static.

**Solution.** The product rule gives $\delta\Sigma(1,2)=iW(1,2)\,\delta G(1,2)+iG(1,2)\,\delta W(1,2)$. Multiplying $W=v+vPW$ by $v^{-1}$ on the left and $W^{-1}$ on the right gives $W^{-1}=v^{-1}-P$. Since $v$ is fixed, $\delta(W^{-1})=-\delta P$, and since $\delta(W^{-1})=-W^{-1}\delta W\,W^{-1}$,

$$\delta W(1,2)=\int d5\,d6\;W(1,5)\,\delta P(5,6)\,W(6,2).$$

$P$ contains two propagators, and either can vary. With $\delta(53)$ short for $\delta(5,3)$,

$$\frac{\delta P(5,6)}{\delta G(3,4)}=-i\big[\delta(53)\delta(64)\,G(6,5)+G(5,6)\,\delta(63)\delta(54)\big]=-iG(4,3)\big[\delta(53)\delta(64)+\delta(54)\delta(63)\big],$$

because the delta functions turn both $G(6,5)$ in the first term and $G(5,6)$ in the second into $G(4,3)$. The integrals over 5 and 6 give $\delta W(1,2)/\delta G(3,4)=-iG(4,3)[W(1,3)W(4,2)+W(1,4)W(3,2)]$. Multiplying by $iG(1,2)$, with $i\cdot(-i)=1$,

$$\frac{\delta\Sigma(1,2)}{\delta G(3,4)}=i\,\delta(13)\delta(24)\,W(1,2)+G(1,2)G(4,3)\big[W(1,4)W(3,2)+W(1,3)W(4,2)\big].$$

No expansion was made: within GW the neglected term is these two diagrams, each with two $W$ lines and two $G$ lines. They have the Aslamazov-Larkin form. $G(1,2)$ runs from 2 to 1 and $G(4,3)$ from 3 to 4. In the first diagram $W$ joins start to start (3 with 2) and end to end (4 with 1), so the two lines are parallel; this is the pp diagram. In the second, $W$ joins 3 with 1 and 4 with 2, the lines are antiparallel; this is the ph diagram. If $W$ is instantaneous, the parallel lines carry two particles or two holes, and the antiparallel lines a particle and a hole. $W$ is symmetric in its arguments because $v$ and $P$ are.

A static $W(1,2)\propto\delta(t_1-t_2)$ makes the first-order term instantaneous. In the pp diagram it sets $t_4=t_1$ and $t_3=t_2$, in the ph diagram $t_3=t_1$ and $t_4=t_2$, and in both the product $GG$ still depends on $t_1-t_2$. The term stays frequency dependent, so its size needs a definition, which part (c) supplies.

## (b) Spin

**Problem.** How does the term act on singlet and triplet excitons of a closed shell?

**Solution.** $W$ does not depend on the spin labels of its ends, and $G$ is diagonal in spin and equal for both spins. The spin factor of both diagrams is therefore $\delta_{\sigma_1\sigma_2}\delta_{\sigma_3\sigma_4}$, the structure of the Hartree (electron-hole exchange) kernel, whereas the first-order term has $\delta_{\sigma_1\sigma_3}\delta_{\sigma_2\sigma_4}$. Let $X$ be the element between an incoming pair of spin $\sigma$ and an outgoing pair of spin $\sigma'$; it is the same for all four choices. On the vectors $(1,\pm1)/\sqrt2$ in the space of up and down pairs, the matrix with all entries $X$ has the eigenvalues $2X$ (singlet) and $0$ (triplet). The spin-flip components of the triplet have $\sigma_3\neq\sigma_4$ and give zero directly. The reason is physical: the spin-summed polarization changes by equal and opposite amounts when $\delta G_\uparrow=-\delta G_\downarrow$, so the screening does not change to first order. For a spin-polarized reference $G_\uparrow\neq G_\downarrow$ and this cancellation is lost.

## (c) The resonant matrix element

**Problem.** Define $X$ for the scattering of a pair (hole $i$, electron $a$, spin up) into a pair (hole $j$, electron $b$, spin down) in the resonant (Tamm-Dancoff) block, and write it as one frequency integral.

**Solution.** A weak field $O\,e^{-i\Omega t}$ changes $G$ by $\delta G=G(\delta U+\delta v_H+\delta\Sigma)G$. If a kernel adds $A$ to a pair energy $\Delta$, the pair amplitude is $O/(\Omega-\Delta-A)=O/(\Omega-\Delta)+OA/(\Omega-\Delta)^2+\dots$, so the first-order shift is the coefficient of the double pole of the response. Each pole comes from one external leg.

Incoming leg: $\delta G(3,4)=\int dt\,G_a(t_3-t)\,O_{ai}e^{-i\Omega t}G_i(t-t_4)\,\phi_a(3)\phi_i(4)$. For $t$ earlier than $t_<=\min(t_3,t_4)$, $G_a(t_3-t)=-ie^{-i\varepsilon_a(t_3-t)}$ and $G_i(t-t_4)=+ie^{-i\varepsilon_i(t-t_4)}$. The prefactors multiply to 1, and with adiabatic switching

$$\int_{-\infty}^{t_<}dt\,e^{i(\Delta_{ai}-\Omega)t}=\frac{i\,e^{i(\Delta_{ai}-\Omega)t_<}}{\Omega-\Delta_{ai}}.$$

Times between $t_3$ and $t_4$ span a finite interval and give no pole, and later times need an occupied first and an empty second orbital, with a pole at negative $\Omega$. At the pole the exponential is 1, so a pair of unit amplitude is

$$\delta G(3,4)=i\,\phi_a(3)\phi_i(4)\,e^{-i\varepsilon_at_3+i\varepsilon_it_4}.$$

Outgoing leg: the density matrix is $\delta\rho_{bj}(t)=-i\int dt_1dt_2\,G_b(t-t_1)\,\delta\Sigma_{bj}(t_1,t_2)\,G_j(t_2-t)$. For $t$ later than $t_1,t_2$ the same two prefactors give 1, the integral over the common time gives $i/(\Omega-\Delta_{bj})$, and $-i\cdot i=1$. The coefficient of $1/(\Omega-\Delta_{bj})$ is thus $X=\int d(t_1-t_2)\,e^{i\varepsilon_bt_1}\delta\Sigma_{bj}(t_1,t_2)\,e^{-i\varepsilon_jt_2}$, on shell at $\Omega=\Delta_{ai}=\Delta_{bj}$.

Applied to $iW\delta G$ with static $W$ and equal spins, this rule gives $i\cdot i\,(ba|W|ij)=-(ab|W|ij)$, the electron-hole attraction. That fixes the scale for the comparison.

For the second-order term, insert $G(4,3)=\sum_m\phi_m(4)\phi_m(3)G_m$ and $G(1,2)=\sum_n\phi_n(1)\phi_n(2)G_n$ and conserve frequency at each point. The electron enters at 3 with $\varepsilon_a$ and gives $\omega$ to the $W$ line attached there, so $G_m$ carries $\varepsilon_a-\omega$. The line leaves at 4 with $\varepsilon_i$, so the second $W$ carries $\Omega-\omega$. In the pp diagram point 2, where the line enters with $\varepsilon_j$, receives $\omega$, so $G_n$ carries $\varepsilon_j+\omega$. In the ph diagram point 2 receives $\Omega-\omega$, so $G_n$ carries $\varepsilon_j+\Omega-\omega=\varepsilon_b-\omega$. One frequency remains free, and the factor $i$ comes from the incoming leg:

$$X=i\int\frac{d\omega}{2\pi}\sum_{mn}G_m(\varepsilon_a-\omega)\Big[G_n(\varepsilon_j+\omega)\,(ma|W_\omega|nj)(im|W_{\Omega-\omega}|bn)+G_n(\varepsilon_b-\omega)\,(ma|W_\omega|bn)(im|W_{\Omega-\omega}|nj)\Big].$$

On shell the propagators can be written with pair energies. Using $\varepsilon_a=\varepsilon_i+\Omega$ and $\varepsilon_j=\varepsilon_b-\Omega$,

$$G_c(\varepsilon_a-\omega)=\frac{1}{\Omega-\omega-\Delta_{ci}},\quad G_k(\varepsilon_a-\omega)=\frac{-1}{\omega-\Delta_{ak}},\quad G_d(\varepsilon_j+\omega)=\frac{1}{\omega-\Delta_{dj}},\quad G_l(\varepsilon_j+\omega)=\frac{-1}{\Omega-\omega-\Delta_{bl}},$$

and $G_n(\varepsilon_b-\omega)$ follows from the last two by $\omega\to\Omega-\omega$. Keeping these forms for arbitrary $\Omega$ defines $X(\Omega)$ off shell. This is a prescription: the double pole fixes the on-shell value alone, and any change of $X(\Omega)$ proportional to $\Omega-\Delta$ moves into the single pole.

With the $i\eta$ restored, the poles at $\omega=\Delta_{xy}$ lie below the axis and those at $\omega=\Omega-\Delta_{xy}$ above it. The time-ordered $W_\omega$ has poles at $\pm(\Omega_s-i\eta)$, so $W_\omega W_{\Omega-\omega}$ adds poles below the axis at $\Omega_s$ and $\Omega+\Omega_s$, and above it at $-\Omega_s$ and $\Omega-\Omega_s$. If $\Omega/2$ is smaller than every gap and every $\Omega_s$, the lower poles lie to the right of $\Omega/2$ and the upper ones to the left. The integrand falls as $\omega^{-2}$, so the contour can be turned counterclockwise to $\omega=\Omega/2+iy$ without crossing a pole. With $d\omega=i\,dy$, $X=-\int\frac{dy}{2\pi}[\dots]$. Closing this upward line to the right is clockwise, and $\frac{i}{2\pi}(-2\pi i)=1$, so $X$ is the sum of the residues at the right-hand poles.

## (d) Static $W$

**Problem.** Evaluate $X(\Omega)$ for a static $W$, written $(pq|rs)$, and identify the intermediate states.

**Solution.** A product of two factors with poles on the same side gives zero, since the contour can be closed on the other side. Four combinations remain.

- pp, $m=c$, $n=d$: the residue of $\frac{1}{\Omega-\omega-\Delta_{ci}}\frac{1}{\omega-\Delta_{dj}}$ at $\omega=\Delta_{dj}$ is $1/(\Omega-\Delta_{ci}-\Delta_{dj})$.
- pp, $m=k$, $n=l$: two minus signs cancel, and the residue at $\Delta_{ak}$ is $1/(\Omega-\Delta_{ak}-\Delta_{bl})$.
- ph, $m=c$, $n=l$: $\frac{1}{\Omega-\omega-\Delta_{ci}}\frac{-1}{\omega-\Delta_{bl}}$ gives $-1/(\Omega-\Delta_{ci}-\Delta_{bl})$.
- ph, $m=k$, $n=d$: $\frac{-1}{\omega-\Delta_{ak}}\frac{1}{\Omega-\omega-\Delta_{dj}}$ gives $-1/(\Omega-\Delta_{ak}-\Delta_{dj})$.

Hence

$$X_{pp}=\sum_{cd}\frac{(ca|dj)(ic|bd)}{\Omega-\Delta_{ci}-\Delta_{dj}}+\sum_{kl}\frac{(ka|lj)(ik|bl)}{\Omega-\Delta_{ak}-\Delta_{bl}},$$

$$X_{ph}=-\sum_{cl}\frac{(ca|bl)(ic|lj)}{\Omega-\Delta_{ci}-\Delta_{bl}}-\sum_{kd}\frac{(ka|bd)(ik|dj)}{\Omega-\Delta_{ak}-\Delta_{dj}}.$$

Each denominator is $\Omega$ minus the energy of two free pairs. To confirm the signs by another road, take $H=H_0+V'$, with $V'=V-V_{HF}$, where $V$ is the two-body operator with integrals $(pq|rs)$ and $V_{HF}$ its Hartree-Fock potential. With $E^\sigma_{pq}=a^\dagger_{p\sigma}a_{q\sigma}$, let $|ia\uparrow\rangle=E^\uparrow_{ai}|0\rangle$ and $|D\rangle=E^\uparrow_{ck}E^\downarrow_{dl}|0\rangle$. The opposite-spin part of $V$ is $\sum(pq|rs)E^\uparrow_{pq}E^\downarrow_{rs}$. Its down factor must be $E^\downarrow_{dl}$, and Wick's theorem gives $\langle0|E^\uparrow_{kc}E^\uparrow_{pq}E^\uparrow_{ai}|0\rangle=\delta_{ki}\delta_{pc}\delta_{qa}-\delta_{ca}\delta_{pi}\delta_{qk}+\delta_{ki}\delta_{ca}\delta_{pq}n_p$, with $n_p$ the occupation. The last term gives $\sum_{k'}(k'k'|dl)$. The down-down part of $V$ adds $\sum_{k'}[(dl|k'k')-(dk'|k'l)]$ with the same deltas, and the two together equal the element of $V_{HF}$, which is subtracted. Therefore, and by the same steps with the spins exchanged,

$$\langle D|V'|ia\uparrow\rangle=\delta_{ki}(ca|dl)-\delta_{ca}(ik|dl),\qquad\langle jb\downarrow|V'|D\rangle=\delta_{lj}(kc|bd)-\delta_{db}(kc|lj).$$

The product has four terms. Electron-electron ($k=i$, $l=j$) and hole-hole ($c=a$, $d=b$) scattering have a plus sign and reproduce $X_{pp}$; the two mixed terms have a minus sign and reproduce $X_{ph}$. So $X(\Omega)=\sum_D\langle jb\downarrow|V'|D\rangle\langle D|V'|ia\uparrow\rangle/(\Omega-E_D)$. The incoming electron or hole excites a second pair, and the first pair then recombines while scattering the second. The neglected term is a coupling of singlet excitons to double excitations, here with noninteracting energies $E_D$.

## (e) Two levels

**Problem.** Keep one occupied orbital $v$ and one empty orbital $c$, with gap $\Delta$. Find $W$ in the random-phase approximation, $X_{pp}$, $X_{ph}$, and the size $R$ of the singlet term relative to the attraction. Compare with second-order perturbation theory for the singlet-triplet splitting.

**Solution.** For $t>0$, $P(t)=-i(-ie^{-i\varepsilon_ct})(ie^{i\varepsilon_vt})=-ie^{-i\Delta t}$ times $\rho_{vc}(\mathbf r)\rho_{vc}(\mathbf r')$, with $\rho_{vc}=\phi_v\phi_c$, and $P$ is even in $t$. The transform is $\frac{1}{\omega-\Delta}-\frac{1}{\omega+\Delta}$, and two spins give $\chi_0=4\Delta/(\omega^2-\Delta^2)$. Define the bare integrals $p=(cc|cv)$, $q=(vv|cv)$, $K=(vc|vc)$, $J=(vv|cc)$. Each repetition of $vP$ inserts a factor $K\chi_0$, so the series is geometric:

$$(pq|W_\omega|rs)=(pq|rs)+(pq|vc)\,\chi(\omega)\,(vc|rs),\qquad\chi=\frac{\chi_0}{1-K\chi_0}=\frac{4\Delta}{\omega^2-\Omega_s^2},\qquad\Omega_s^2=\Delta(\Delta+4K).$$

At $\omega=0$, $\chi=-4/(\Delta+4K)$ and $1+K\chi=\Delta/(\Delta+4K)=1/\epsilon$ with $\epsilon=1+4K/\Delta$. Then $p_W=p/\epsilon$, $q_W=q/\epsilon$ and $J_W=J-4pq/(\Delta+4K)$.

In (d) every empty index is $c$, every occupied index is $v$, and every denominator is $\Omega-2\Delta$. The four numerators are $p_W^2$, $q_W^2$, $-p_Wq_W$ and $-q_Wp_W$:

$$X_{pp}=\frac{p_W^2+q_W^2}{\Omega-2\Delta},\qquad X_{ph}=\frac{-2p_Wq_W}{\Omega-2\Delta},\qquad 2X(\Delta)=-\frac{2(p_W-q_W)^2}{\Delta},\qquad R=\frac{2(p_W-q_W)^2}{\Delta\,J_W}.$$

If $p_W\neq q_W$, the term lowers the singlet for $\Omega<2\Delta$, with the sign of the attraction $-J_W$. It diverges at $\Omega=2\Delta$, where the condition for turning the contour fails.

For the comparison, take two electrons with $H_0+\lambda V'$ and the static $W$ as interaction. With $S_z=0$ the states are $|0\rangle$, $|vc\uparrow\rangle$, $|vc\downarrow\rangle$ and $|D\rangle$. The two single excitations are degenerate and equivalent, so $E_S-E_T$ is twice the off-diagonal effective element. At order $\lambda^2$ the path through $|0\rangle$ vanishes, because $V'$ does not couple $|0\rangle$ to single excitations, and the path through $|D\rangle$ gives $(p_W-q_W)^2/(\Delta-2\Delta)$. The $\lambda^2$ coefficient of the splitting is $-2(p_W-q_W)^2/\Delta=2X(\Delta)$. In this model a kernel without the two diagrams misses the whole second-order part of the splitting.

Limits, for static $W$. The coupling is $p_W-q_W=(\rho_c-\rho_v|W|\rho_{vc})$, the interaction of the static charge rearrangement of the exciton with the transition density. If the system, including its interaction, has inversion symmetry and $v$ and $c$ have opposite parity, $\rho_{vc}$ is odd and the densities are even, so each diagram vanishes. If $\rho_c=\rho_v$ without such a symmetry, then $p=q$, in general not zero, $X_{pp}=-2p_W^2/\Delta=-X_{ph}$, and the diagrams cancel. Scaling $v\to\lambda v$, weak coupling gives $R\to2\lambda(p-q)^2/(\Delta J)$, first order in interaction over gap. For large $\lambda$, $p_W-q_W\to(p-q)\Delta/4K$, so $2X$ saturates at $-(p-q)^2\Delta/8K^2$, while $J_W$ grows as $\lambda(J-pq/K)$ and $R$ falls as $1/\lambda$ if that bracket is not zero.

## (f) Numbers

**Problem.** Take two sites $L,R$ with quasiparticle energies $\mp\delta/2$, hopping $-t$, on-site repulsions $U_L,U_R$ and intersite repulsion $V$, orbital products being local to the sites. Evaluate (e) for $t=4$, $\delta=6$, $U_L=8$, $U_R=6$, $V=3$, all in eV.

**Solution.** The gap is $\Delta=\sqrt{\delta^2+4t^2}=10$ eV. The orbitals are $v=(\cos\theta,\sin\theta)$ and $c=(\sin\theta,-\cos\theta)$ with $\cos2\theta=\delta/\Delta=0.6$, so $\rho_v=(0.8,0.2)$, $\rho_c=(0.2,0.8)$, $\rho_{vc}=(0.4,-0.4)$. The potential of $\rho_{vc}$ is $0.4\,(U_L-V,\;V-U_R)=(2.0,-1.2)$ eV. In eV,

- $p=0.2(2.0)-0.8(1.2)=-0.56$, $q=0.8(2.0)-0.2(1.2)=1.36$, $K=0.4(2.0)+0.4(1.2)=1.28$,
- $J=0.16(8)+0.16(6)+(0.64+0.04)(3)=4.28$.

Then $\epsilon=1+5.12/10=1.512$, $\Omega_s=\sqrt{151.2}=12.30$ eV, $p_W=-0.3704$ eV, $q_W=0.8995$ eV, and $J_W=4.28+4(0.56)(1.36)/15.12=4.4815$ eV. The screened attraction exceeds the bare one because $pq<0$: the two densities sit on opposite ends of the one polarizable dipole. The usual static Tamm-Dancoff energies, with bare exchange $2K$, are $E_S=10+2.56-4.4815=8.0785$ eV and $E_T=5.5185$ eV.

On shell, $X_{pp}=-(0.3704^2+0.8995^2)/10=-0.0946$ eV and $X_{ph}=-2(0.3704)(0.8995)/10=-0.0666$ eV; they add because $p_W$ and $q_W$ have opposite signs. The singlet term is $2X=-2(1.2698)^2/10=-0.32$ eV ($-0.012$ hartree). Relative to $J_W$, $2|X_{pp}|$ is 4.2%, $2|X_{ph}|$ is 3.0%, and $R=0.072$. The singlet moves to 7.76 eV.

At $\Omega=E_S$ the denominator is $8.0785-20$, which gives $X_{pp}=-0.0794$, $X_{ph}=-0.0559$, $2X=-0.27$ eV, $R=0.060$, and a singlet at 7.81 eV. The two evaluations differ by 0.05 eV. Since $E_S-\Delta$ is of first order in the interaction, this difference is of third order, and so is the effect of the interaction within $|D\rangle$, whose energy was left at 20 eV. The two evaluations give a shift near $-0.3$ eV, 6 to 7% of $J_W$. This is the size of the two diagrams in this model, not the full correction, and the omitted terms are not small here. With the static $W$ as interaction, $|D\rangle$ lies at 14.6 eV at first order, and exact diagonalization of $H_0+V'$ lowers the singlet-triplet splitting by 0.41 eV from its first-order value. With the bare integrals as interaction it lowers it by 0.77 eV, from $2K$. In a two-level model the screening comes from the exciton's own transition, so the 6 to 7% should not be carried over to real molecules or solids.

At $\delta=0$, $t=5$ eV, both densities are $(0.5,0.5)$, $p=q=(U_L-U_R)/4$ and $K=(U_L+U_R-2V)/4$. For $U_L=U_R=7$ eV both diagrams vanish. For $U_L=8$, $U_R=6$ eV, $p=0.5$ eV, $\epsilon=1.8$, and $X_{pp}=-2(0.5/1.8)^2/10=-0.0154$ eV $=-X_{ph}$. Repeating the arithmetic for $\delta$ from $-9.9$ to $9.9$ eV in steps of 0.1 eV, with $t$ adjusted to keep $\Delta=10$ eV, gives the largest $R=0.11$ at $\delta=\pm8.4$ eV. $R$ is even in $\delta$, because reversing $\delta$ exchanges $\rho_v$ and $\rho_c$, and hence $p$ and $q$, while $K$, $J$ and $J_W$ stay the same.

## (g) The cost of freezing $W$

**Problem.** Keep $W_\omega$ of (e) in the on-shell integral of (c). How do the two diagrams and their sum change, and does the parity rule survive?

**Solution.** Here $\Omega_s>\Delta>\Omega/2$, so the turned contour is valid. With $y=\Delta\tan\vartheta$ and 300-point Gauss-Legendre quadrature in $\vartheta$, the model of (f) gives $X_{pp}=-0.1537$ eV, $X_{ph}=-0.0042$ eV, $2X=-0.316$ eV, $R=0.0705$ (still relative to the static $J_W$) and a singlet at 7.76 eV. The static sum differs from the dynamical one by about 2% of the latter, while the separate diagrams change strongly and in opposite directions.

New terms, of opposite sign in the two diagrams for these parameters, appear because the same-side combinations dropped in (d) now meet the poles of $W$. On shell $G_c(\varepsilon_c-\omega)=-1/\omega$, $G_v(\varepsilon_c-\omega)=1/(\Delta-\omega)$, $G_v(\varepsilon_v+\omega)=1/\omega$, $G_c(\varepsilon_v+\omega)=1/(\omega-\Delta)$. Write $K_\omega=(vc|W_\omega|vc)$. For $m=c$ the same-side integrands are $-\omega^{-2}(cc|W_\omega|vv)K_{\Delta-\omega}$ (pp, $n=v$) and $+\omega^{-2}(cc|W_\omega|cc)K_{\Delta-\omega}$ (ph, $n=c$). For $m=v$, the substitution $\omega\to\Delta-\omega$, which maps the line onto itself, brings them to the same form, with $(vv|W_\omega|cc)$ for pp and $(vv|W_\omega|vv)$ for ph. With both factors bare these integrals vanish, so at third order in $v$ one of the two factors supplies a right-hand pole. Either $K_{\Delta-\omega}=K+K^2\chi(\Delta-\omega)$ does, at $\omega=\Delta+\Omega_s$ with residue $4\Delta K^2/2\Omega_s$, and the first factor is bare; or the first factor, $J+pq\chi(\omega)$, $(cc|cc)+p^2\chi(\omega)$ or $(vv|vv)+q^2\chi(\omega)$, does, at $\omega=\Omega_s$ where $\chi$ has residue $4\Delta/2\Omega_s$, and $K$ is bare. With $\kappa=2\Delta K^2/[\Omega_s(\Delta+\Omega_s)^2]>0$ and $\kappa'=2\Delta K/\Omega_s^3>0$,

$$\delta X_{pp}=-2J\kappa-2pq\,\kappa',\qquad\delta X_{ph}=\big[(cc|cc)+(vv|vv)\big]\kappa+(p^2+q^2)\kappa',\qquad\delta X=(\rho_c-\rho_v|v|\rho_c-\rho_v)\,\kappa+(p-q)^2\kappa'.$$

These are of third order in $v$, and the $\kappa$ terms contain the density-density integrals, of the size of $J$. For the model of (f), $(cc|cc)+(vv|vv)=5.12+6.32=11.44$ eV, $\kappa=0.0054$ and $\kappa'=0.0138$ eV$^{-1}$, so $\delta X_{pp}=-0.025$ eV and $\delta X_{ph}=+0.091$ eV. These have the signs of the full changes, $-0.059$ and $+0.062$ eV, but are not the whole of them. In the sum the density difference alone enters, and a constant added to $v$ shifts the two diagrams by opposite amounts. The split into pp and ph therefore depends on such a constant, while the sum does not. The same-side terms add $+0.066$ eV to $X$ at this order, against a net change of $+0.003$ eV, so the opposite-side terms, which also change with $W_\omega$, and higher orders cancel most of it. The 2% is a result for these parameters.

The density difference is even under inversion, so with dynamical $W$ parity no longer removes the diagrams: for $p=q=0$ the contribution $\delta X$ remains unless $\rho_c=\rho_v$. This is a property of the two GW diagrams, not of the exact answer. In the two-electron model with $p=q=0$ the odd singlet couples to neither $|0\rangle$ nor $|D\rangle$, and the exact splitting is $2K$ at any coupling, so $\delta X$ is cancelled by terms left out here. The coupling between resonant and antiresonant pairs, exchange diagrams beyond GW and self-consistency of $G$ are outside this estimate.

Numerical values quoted here were computed with a short program.
